\section{One-electron self-interaction}

The electron of a hydrogen atom is attracted by the nucleus and repelled by nothing. Yet density functional theory assigns its charge cloud a repulsion energy, because the Hartree energy is computed from the density as if that density were a classical charge distribution. For the hydrogen ground state this spurious energy is $5/8$ of a rydberg, compared with a total energy of $-1$ rydberg. Some other part of the functional must remove it. The question is which part, and whether the removal works for every one-electron density or just for hydrogen.

We use Rydberg atomic units, $\hbar=1$, $2m=1$, $e^2=2$. The kinetic operator is then $-\nabla^2$, the repulsion of two electrons is $2/|\mathbf r-\mathbf r'|$, and lengths are in bohr. The Hartree energy carries a factor $\tfrac12$ for double counting, which cancels $e^2=2$:
\begin{equation}
E_H[n]=\frac12\iint\frac{2\,n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'
=\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.
\label{hartree}
\end{equation}
It is positive for any nonzero $n\ge 0$.

\subsection{What the exact functional means}

Let $T$ be the kinetic operator and $V_{ee}$ the electron repulsion operator. For given spin densities, the exact universal functional is
\begin{equation}
F[n_\uparrow,n_\downarrow]=\min_{\Psi\to n_\uparrow,n_\downarrow}\langle\Psi|T+V_{ee}|\Psi\rangle ,
\label{F}
\end{equation}
where the search covers all normalized antisymmetric states with these spin densities. The noninteracting kinetic energy is
\begin{equation}
T_s[n_\uparrow,n_\downarrow]=\min_{\Phi\to n_\uparrow,n_\downarrow}\langle\Phi|T|\Phi\rangle ,
\label{Ts}
\end{equation}
with the search restricted to single determinants. From here on $\Phi$ denotes the minimizer in (\ref{Ts}). Exchange and correlation are defined by
\begin{align}
E_x&=\langle\Phi|V_{ee}|\Phi\rangle-E_H[n],\label{Ex}\\
E_c&=F-\langle\Phi|T+V_{ee}|\Phi\rangle .\label{Ec}
\end{align}
Adding $T_s+E_H$ to their sum returns $F$. Since $\Phi$ itself takes part in the search (\ref{F}), $E_c\le 0$.

We consider a density with $\int n\,d\mathbf r=1$, finite $\int|\nabla\sqrt n|^2d\mathbf r$, and full spin polarization, $(n_\uparrow,n_\downarrow)=(n,0)$. The claim is that
\begin{equation}
E_H[n]+E_x[n,0]=0,\qquad E_c[n,0]=0 .
\label{claim}
\end{equation}
These are two separate conditions, not one condition on the sum.

\subsection{The repulsion operator on one electron}

With field operators $\psi_\sigma(\mathbf r)$, which remove an electron of spin $\sigma$ at $\mathbf r$, the repulsion is
\begin{equation}
V_{ee}=\frac12\sum_{\sigma\sigma'}\iint\frac{2}{|\mathbf r-\mathbf r'|}\,
\psi^\dagger_\sigma(\mathbf r)\psi^\dagger_{\sigma'}(\mathbf r')
\psi_{\sigma'}(\mathbf r')\psi_\sigma(\mathbf r)\,d\mathbf r\,d\mathbf r' .
\label{Vee}
\end{equation}
Acting on a one-electron state, the first annihilation operator leaves the vacuum and the second gives zero. Therefore
\begin{equation}
V_{ee}|\Psi\rangle=0\qquad\text{for every one-electron state }\Psi .
\label{zero}
\end{equation}
The Hartree energy does not share this property. It replaces the density of pairs, which is zero for one electron, by the product $n(\mathbf r)n(\mathbf r')$, which is not.

\subsection{The two conditions}

For exchange, $\Phi$ is a one-electron state, so (\ref{zero}) gives $\langle\Phi|V_{ee}|\Phi\rangle=0$. Definition (\ref{Ex}) becomes
\begin{equation}
E_x[n,0]=0-E_H[n]=-\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\label{xresult}
\end{equation}
This is the first condition. In physical terms, an electron found at $\mathbf r$ is surrounded by a missing charge $-n(\mathbf r')$, which integrates to $-1$ and removes the whole cloud.

For correlation, compare the two searches. A one-electron state with $n_\downarrow=0$ has no spin-down component, so it is one orbital $\varphi(\mathbf r)$ with spin up. One occupied orbital is a determinant with one row. The searches (\ref{F}) and (\ref{Ts}) therefore cover the same states, and by (\ref{zero}) they minimize the same quantity, $\langle T\rangle$. Hence
\begin{equation}
F[n,0]=T_s[n,0],\qquad
E_c[n,0]=F[n,0]-T_s[n,0]-0=0 .
\label{cresult}
\end{equation}
Neither argument used a particular external potential or a particular shape of $n$.

\subsection{The minimum written out}

It remains to see that the minimum is attained. For one orbital, integration by parts gives $\langle T\rangle=\int|\nabla\varphi|^2d\mathbf r$. The density fixes $|\varphi|=\sqrt n$. Where $\varphi\neq0$, differentiating $|\varphi|^2=\varphi^*\varphi$ gives
\begin{equation}
2|\varphi|\,\nabla|\varphi|=2\,\mathrm{Re}(\varphi^*\nabla\varphi)
\quad\Rightarrow\quad
\big|\nabla|\varphi|\big|\le|\nabla\varphi| .
\label{diamag}
\end{equation}
The set where $\varphi=0$ adds nothing to the integral of $|\nabla|\varphi||^2$. So no orbital with density $n$ has less kinetic energy than $\sqrt n$, and $\sqrt n$ is itself allowed:
\begin{equation}
F[n,0]=T_s[n,0]=\int|\nabla\sqrt n|^2\,d\mathbf r .
\label{weiz}
\end{equation}

The cost of a phase is explicit. For $\varphi=\sqrt n\,e^{i\theta}$ with smooth real $\theta$,
\begin{equation}
\nabla\varphi=e^{i\theta}\left(\nabla\sqrt n+i\sqrt n\,\nabla\theta\right),\qquad
\langle T\rangle=\int|\nabla\sqrt n|^2d\mathbf r+\int n|\nabla\theta|^2d\mathbf r ,
\label{phase}
\end{equation}
since the squared modulus of a real plus an imaginary vector has no cross term. On the hydrogen ground-state density, $\theta=r^2/4$ has $|\nabla\theta|^2=r^2/4$. With $\langle r^2\rangle=4\int_0^\infty r^4e^{-2r}dr=3$ the added energy is $0.75$ Ry, which raises the kinetic energy from $1.00$ to $1.75$ Ry.

Nodes do no harm. For a real orbital, $|\nabla|\varphi||=|\nabla\varphi|$ away from the nodal surface, so $\varphi$ and $|\varphi|$ have equal kinetic energy; for the hydrogen $2s$ orbital both are $0.250$ Ry. The minimizer may then fail to be unique, because the relative sign of regions separated by a node is free. This does not affect (\ref{claim}), since $V_{ee}$ vanishes on every candidate.

\subsection{Hartree--Fock}

Take a determinant of orthonormal orbitals $\varphi_i$ with spins $\sigma_i$ and annihilation operators $a_i$. In its expectation value of (\ref{Vee}), unoccupied orbitals drop out, so we may insert $\psi_\sigma(\mathbf r)=\sum_i\delta_{\sigma\sigma_i}\varphi_i(\mathbf r)a_i$ with $i$ running over occupied orbitals. The average needed is
\begin{equation}
\langle a_i^\dagger a_j^\dagger a_k a_l\rangle=\delta_{il}\delta_{jk}-\delta_{ik}\delta_{jl}.
\label{wick}
\end{equation}
For $i\ne j$ the operators must refill the two orbitals they emptied. The order $a_ja_i$ gives $+1$, and exchanging the two anticommuting operators gives $-1$. For $i=j$ the left side vanishes because $a_i^\dagger a_i^\dagger=0$, and on the right the two terms cancel. Define
\begin{align}
J_{ij}&=\iint\frac{2\,|\varphi_i(\mathbf r)|^2|\varphi_j(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',\label{J}\\
K_{ij}&=\iint\frac{2\,\varphi_i^*(\mathbf r)\varphi_j(\mathbf r)\varphi_j^*(\mathbf r')\varphi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.\label{K}
\end{align}
The first term of (\ref{wick}) produces $J_{ij}$. The second produces $-K_{ij}$, and its spin factors require $\sigma_i=\sigma_j$. Thus
\begin{equation}
\langle V_{ee}\rangle=\underbrace{\frac12\sum_{ij}J_{ij}}_{E_H[n]}
\;\underbrace{-\frac12\sum_{ij}\delta_{\sigma_i\sigma_j}K_{ij}}_{E_x} .
\label{HF}
\end{equation}
The first sum is $E_H[n]$ because $\sum_i|\varphi_i|^2=n$. The second is the exchange energy of this determinant. It equals (\ref{Ex}) when the determinant is the minimizer $\Phi$, and for one electron it does so for any orbital with density $n$; for more electrons the Hartree--Fock determinant need not be $\Phi$.

Now set $j=i$ in (\ref{K}). The products become $\varphi_i^*(\mathbf r)\varphi_i(\mathbf r)=|\varphi_i(\mathbf r)|^2$ and likewise at $\mathbf r'$, so
\begin{equation}
K_{ii}=J_{ii},
\label{JK}
\end{equation}
for complex as well as real orbitals. For one electron each sum in (\ref{HF}) has a single term:
\begin{equation}
E_H+E_x=\tfrac12J_{11}-\tfrac12K_{11}=0 .
\label{HFone}
\end{equation}

The correlation condition needs a further argument. Hartree--Fock contains no correlation term, so its $E_c$ is zero by construction for any number of electrons. For one electron this zero is the correct value. By (\ref{HFone}) the Hartree--Fock energy is $\langle\varphi|h|\varphi\rangle$, where $h$ is the kinetic operator plus the external potential, and its minimum over all orbitals is the exact ground-state energy, because every one-electron state is a determinant. Equation (\ref{JK}) removes the self-repulsion; the identity of the two sets of states removes the correlation error.

The cancellation also appears in the orbital equation. With $v_H(\mathbf r)=2\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d\mathbf r'$, the Coulomb minus exchange operator acts on an orbital $\chi$ of the same spin as
\begin{equation}
v_H(\mathbf r)\chi(\mathbf r)-\varphi_1(\mathbf r)\int\frac{2\,\varphi_1^*(\mathbf r')\chi(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r' .
\label{fock}
\end{equation}
For $\chi=\varphi_1$ the integral is $v_H(\mathbf r)$ and the result is zero. For an unoccupied $\chi$ the two terms are different functions in general, so the unoccupied Hartree--Fock orbitals need not be excited states of the one-electron system.

A calculation for H$_2^+$ at a bond length of $2.0$ bohr, in the cc-pVDZ basis, shows the cancellation (\ref{HFone}) and the equality of the Hartree--Fock energy with the exact one-electron energy in that basis. The Hartree energy integrated from the density is $0.6594$ Ry and the exchange energy from orbital integrals is $-0.6594$ Ry. The self-consistent Hartree--Fock energy and the lowest energy of the bare one-electron Hamiltonian are both $-1.2005$ Ry, nuclear repulsion included. These are values in a small basis, with fixed nuclei and no relativity. In the larger aug-cc-pVQZ basis the Hartree energy is $0.6614$ Ry and the total energy $-1.2051$ Ry, shifts of about $0.002$ and $0.005$ Ry; the cancellation is unaffected.

\subsection{More than one electron}

In (\ref{HF}) the diagonal terms cancel for any number of electrons, leaving
\begin{equation}
\langle V_{ee}\rangle=\sum_{i<j}\left(J_{ij}-\delta_{\sigma_i\sigma_j}K_{ij}\right),
\label{pairs}
\end{equation}
where the factor $\tfrac12$ disappeared because each pair occurred twice. For the lithium atom, in unrestricted Hartree--Fock with the cc-pVDZ basis, $\sum_iJ_{ii}/2=3.5345$ Ry, and
\begin{align}
\text{Coulomb, distinct pairs:}&\quad 8.1246-3.5345=4.5901\ \text{Ry},\nonumber\\
\text{exchange, distinct pairs:}&\quad -3.5625+3.5345=-0.0280\ \text{Ry}.
\label{lithium}
\end{align}
These numbers use the canonical orbitals, the eigenfunctions of the Fock operator, and larger bases move them by about $0.0001$ Ry. For these orbitals about $99\%$ of the exchange energy is the removal of self-repulsion. The split depends on the orbitals: rotating the two spin-up orbitals into each other leaves the determinant, $E_H$ and $E_x$ unchanged but changes $\sum_iJ_{ii}/2$, and the share then ranges from $82\%$ to $99.9\%$. The sum is $4.5621$ Ry whether or not the self terms are written.

Freedom from self-interaction does not make Hartree--Fock exact. Two electrons of opposite spin in one orbital $\varphi$ have four equal Coulomb terms and two exchange terms in (\ref{HF}), so $E_H=2J$ and $E_x=-J=-E_H/2$, with $J$ the common integral. The exchange energy cancels the self terms, and the real repulsion $J$ of the pair remains. The electrons can then lower their energy by avoiding each other, which one determinant of this form cannot describe.

The ground states of an open four-site chain, with nearest-neighbour hopping and a repulsion that includes the on-site term $d=0$, display the difference. Its hopping is $1$ Ry, its site potentials are $0$, $-1$, $0.5$ and $-0.5$ Ry, and its repulsion is $2/\sqrt{d^2+1}$ Ry at a distance of $d$ sites. From definitions (\ref{Ex}) and (\ref{Ec}), one electron has $E_H=0.786$, $E_x=-0.786$ and $E_c=0$ Ry. Two electrons of opposite spin have $E_H=2.882$, $E_x=-1.441$ and $E_c=-0.058$ Ry.

\subsection{Hydrogen, and three approximate functionals}

The hydrogen ground state has $n=e^{-2r}/\pi$. The charge inside radius $r$ and the contribution of the outer shells to the potential are
\begin{align}
Q(r)&=4\int_0^r s^2e^{-2s}ds=1-e^{-2r}(1+2r+2r^2),\nonumber\\
P(r)&=4\int_r^\infty s\,e^{-2s}ds=e^{-2r}(1+2r).
\label{QP}
\end{align}
The potential of a spherical charge is therefore
\begin{equation}
v_H(r)=2\left[\frac{Q(r)}{r}+P(r)\right]
=2\left[\frac1r-e^{-2r}\left(1+\frac1r\right)\right],
\label{vH}
\end{equation}
because the terms $\mp2re^{-2r}$ cancel and $-2e^{-2r}+e^{-2r}=-e^{-2r}$. At $r=1$ bohr it is $1.459$ Ry. The Hartree energy is half the average of $v_H$:
\begin{align}
E_H&=\frac12\int_0^\infty4r^2e^{-2r}v_H(r)\,dr
=4\int_0^\infty\left(re^{-2r}-r^2e^{-4r}-re^{-4r}\right)dr\nonumber\\
&=4\left(\frac14-\frac1{32}-\frac1{16}\right)=\frac58\ \text{Ry}=8.504\ \text{eV}.
\label{EH}
\end{align}
With kinetic energy $1$ and nuclear attraction $-2$ Ry, the exact functional gives $1-2+\tfrac58-\tfrac58+0=-1$ Ry.

Approximate functionals need not satisfy (\ref{claim}). Three of them, evaluated on this same exact density, give the following energies in Ry (LSDA with the Perdew--Wang 1992 correlation; the Vosko--Wilk--Nusair and Perdew--Zunger fits change its $E_c$ by up to $0.0003$ Ry):
\begin{center}
\begin{tabular}{lrrrr}
 & $E_x$ & $E_H+E_x$ & $E_c$ & sum of errors\\
LSDA & $-0.53607$ & $0.08893$ & $-0.04437$ & $0.04456$\\
PBE & $-0.61188$ & $0.01312$ & $-0.01195$ & $0.00117$\\
BLYP & $-0.61951$ & $0.00549$ & $0.00000$ & $0.00549$
\end{tabular}
\end{center}
The exact entries are $-0.625$, $0$, $0$ and $0$. BLYP meets the correlation condition on this density and misses the exchange condition, so the correlation condition does not imply the exchange condition; conversely, exact exchange (\ref{xresult}) combined with the LSDA correlation entry would meet the exchange condition and miss the correlation condition. PBE misses both, but its errors have opposite signs and their sum is about $9\%$ of its exchange error. A good total energy for hydrogen therefore does not show that either condition holds.

A semilocal functional, whose energy density at $\mathbf r$ depends on the density and its derivatives at $\mathbf r$, cannot satisfy the exchange condition for every density. Let $n=\tfrac12n_A+\tfrac12n_B$, where $n_A$ and $n_B$ are normalized spherical densities of finite radius that do not overlap, with centres a distance $R$ apart. Outside its own radius each acts as a point charge, so (\ref{hartree}) gives
\begin{equation}
E_H[n]=\frac14E_H[n_A]+\frac14E_H[n_B]+2\cdot\frac14\cdot\frac1R .
\label{split}
\end{equation}
The last term, $1/(2R)$, changes with $R$. The semilocal exchange energy is a sum of one integral over each region and does not change with $R$. The two cannot cancel at all separations. Exact exchange (\ref{xresult}) can, because it too couples pairs of points.

\subsection{Scope}

The derivation holds for one whole electron in a pure, fully polarized state. If the spin points along another axis everywhere, that axis can be taken as the quantization axis and nothing changes. Densities that integrate to a fraction, and states whose spin direction varies in space, are outside the statement.

The conditions also do not say that $F$ reproduces the energy of every one-electron state. An orbital carrying a current, such as $\sqrt n\,e^{im\phi}$ with azimuthal angle $\phi$, integer $m\ne0$, and a density that vanishes on the axis fast enough for $\int n\,m^2/\rho^2\,d\mathbf r$ to be finite ($\rho$ is the distance from the axis and $|\nabla\theta|^2=m^2/\rho^2$), has the additional kinetic energy of (\ref{phase}), while $F[n,0]$ returns the lower value (\ref{weiz}). The self-interaction still cancels for its density, since (\ref{xresult}) and (\ref{cresult}) depend on $n$ alone. The numerical check tests both conditions on the lattice for several site potentials, and the exchange condition for H$_2^+$.

\section*{Table of computed values}
\begin{verbatim}
Hydrogen 1s density
kinetic energy: 1.00000 Ry
nuclear attraction: -2.00000 Ry
Hartree energy E_H: 0.62500 Ry
Hartree energy E_H: 8.504 eV
Hartree potential at 1 bohr: 1.45866 Ry
phase 0.5 r^2/2: kinetic energy: 1.75000 Ry
phase 0.5 r^2/2: added term: 0.75000 Ry
2s kinetic energy, signed orbital: 0.250 Ry
2s kinetic energy, absolute value: 0.250 Ry
Functionals on the hydrogen 1s density (E_H + E_x, E_c, sum)
LSDA: E_x = -0.53607 Ry; 0.08893, -0.04437, 0.04456 Ry
PBE: E_x = -0.61188 Ry; 0.01312, -0.01195, 0.00117 Ry
BLYP: E_x = -0.61951 Ry; 0.00549, -0.00000, 0.00549 Ry
Lattice: 4 sites, interaction 2/sqrt(d^2+1) Ry, d in sites
hopping: 1.0 Ry
site potentials: 0.0 -1.0 0.5 -0.5 Ry
1 electron(s), E_H: 0.78621 Ry
1 electron(s), E_x: -0.78621 Ry
1 electron(s), E_c: 0.00000 Ry
2 electron(s), E_H: 2.88227 Ry
2 electron(s), E_x: -1.44114 Ry
2 electron(s), E_c: -0.05806 Ry
H2+ , cc-pVDZ basis
bond length: 2.0 bohr
E_H from density grid: 0.6594 Ry
E_x from orbital integrals: -0.6594 Ry
Hartree-Fock total energy: -1.20053 Ry
bare one-electron total energy: -1.20053 Ry
Lithium atom, unrestricted Hartree-Fock, cc-pVDZ basis
E_H, self terms included: 8.12463 Ry
E_x, self terms included: -3.56250 Ry
sum of J_ii/2: 3.53451 Ry
Coulomb energy of distinct pairs: 4.59012 Ry
exchange energy of distinct pairs: -0.02799 Ry
E_H + E_x: 4.56213 Ry
\end{verbatim}
